# Ring-polymer hopping rates: surface-independent plateaus and surface-dependent centroid estimates

## Definitions and conventions

A hydrogen atom of mass $m$ moves along $x$ in a potential $V(x)$, with reactants on the left and products on the right. Let $\beta=1/k_BT$. The ring polymer replaces the atom by $n$ beads with positions $q_i$, momenta $p_i$ and velocities $v_i=p_i/m$:
$$H_n=\sum_{i=1}^n\left[\frac{p_i^2}{2m}+\frac{m\omega_n^2}{2}(q_i-q_{i+1})^2+V(q_i)\right],$$
$$\beta_n=\beta/n,\qquad \omega_n=1/(\beta_n\hbar),\qquad q_{n+1}=q_1 .$$
The beads follow Hamilton's equations of $H_n$, which conserve phase-space volume and the weight $e^{-\beta_nH_n}$.

A dividing surface is the set $f(q)=0$, with $f>0$ on the product side. Let $\theta$ be the unit step and $h_f=\theta(f)$. The rate function is
$$k_f(t)=\langle\delta(f)\,\dot f\;h_f(t)\rangle,$$
where $\langle\dots\rangle$ is the phase-space integral with weight $e^{-\beta_nH_n}$, divided by the same integral over reactants alone. Functions without a time argument are taken at $t=0$. The ring-polymer rate is the value of $k_f(t)$ on its plateau. The transition-state estimate (TST) is the limit $t\to0^+$.

The reactant region is a flat cage of length $L$ at $V=0$. The surfaces used here are linear,
$$f=\sum_ic_iq_i-s,\qquad \sum_ic_i=1 .$$
Equal weights $c_i=1/n$ give the centroid $\bar q$. Because the $c_i$ sum to one, shifting the whole ring by $\Delta$ shifts $f$ by $\Delta$. The spring energy does not change under such a shift, so a free ring has the same weight per unit $s$ for every choice of $c$. The reactant integral is $L$ times that weight, and therefore
$$k_f(t)=\frac1L\left\langle w\,\dot f\,h_f(t)\right\rangle_s,\qquad w=e^{-\beta_n\sum_iV(q_i)}. \tag{1}$$
Here $\langle\dots\rangle_s$ is an average over free rings held on the surface, with thermal velocities.

## Simplest case: one bead on a parabola

Take $n=1$ and, near the barrier, $V=V_\ddagger-\tfrac12m\omega_b^2x^2$. The surface is at $x=s$. An atom starting there with velocity $v$ follows
$$x_t=s\cosh\omega_bt+\frac{v}{\omega_b}\sinh\omega_bt .$$
It is on the product side, $x_t>s$, when
$$v>v_*=-s\omega_b\frac{\cosh\omega_bt-1}{\sinh\omega_bt}=-s\omega_b\tanh\frac{\omega_bt}{2}.$$
The velocity average is elementary and holds for either sign of $v_*$:
$$\int_{v_*}^\infty\! v\sqrt{\frac{\beta m}{2\pi}}\,e^{-\beta mv^2/2}dv=\frac{e^{-\beta mv_*^2/2}}{\sqrt{2\pi\beta m}} .$$
The weight at the starting point is $w=e^{-\beta V_\ddagger}e^{\beta m\omega_b^2s^2/2}$. Multiplying, and using $1-\tanh^2=1/\cosh^2$,
$$k_s(t)=k_p\exp\!\left[\frac{\beta m\omega_b^2s^2}{2\cosh^2(\omega_bt/2)}\right],\qquad k_p=\frac{e^{-\beta V_\ddagger}}{L\sqrt{2\pi\beta m}}. \tag{2}$$

Three limits show the content. For $s=0$ the rate function is constant, because nothing recrosses the top of a parabola. For $t\to0^+$ it is the TST value, too large by $e^{\beta m\omega_b^2s^2/2}$. For $t\to\infty$ it is $k_p$, which does not contain $s$. At late times $\cosh^2(\omega_bt/2)\simeq e^{\omega_bt}/4$, so the relative excess over the plateau is $2\beta m\omega_b^2s^2e^{-\omega_bt}$.

The physical reason is visible in $v_*$. A surface at $s<0$ lies on the reactant slope. Many atoms cross it to the right, but those slower than $v_*>0$ turn back. TST counts them all. For $s>0$ TST counts atoms that came from the product side and return there; at later times their negative initial flux is counted too and cancels the excess.

## Many beads on the same parabola

The springs have normal modes $Q_k$ with frequencies $\omega_k=2\omega_n\sin(\pi k/n)$, $k=0,\dots,n-1$. Mode $k=0$ is the centroid. Since the mode transformation is orthogonal,
$$\sum_iV(q_i)=nV_\ddagger-\frac{m\omega_b^2}{2}\left(n\bar q^2+\sum_{k\ge1}Q_k^2\right).$$
No term couples $\bar q$ to the other modes, so the centroid obeys $\ddot{\bar q}=\omega_b^2\bar q$. Its velocity variance is $1/(n\beta_nm)=1/(\beta m)$, and its weight contains $\beta_nn=\beta$. The one-bead calculation therefore holds for the centroid. Each internal mode adds a constant factor,
$$\frac{\int e^{-\beta_nm(\omega_k^2-\omega_b^2)Q^2/2}dQ}{\int e^{-\beta_nm\omega_k^2Q^2/2}dQ}=\left(1-\frac{\omega_b^2}{\omega_k^2}\right)^{-1/2}.$$
Equation (2) keeps its form for a centroid surface, with
$$k_p=\frac{e^{-\beta V_\ddagger}}{L\sqrt{2\pi\beta m}}\prod_{k=1}^{n-1}\left(1-\frac{\omega_b^2}{\omega_k^2}\right)^{-1/2}. \tag{3}$$

The integrals exist if $\omega_1>\omega_b$. For $n\to\infty$ the low frequencies become $2\pi k/(\beta\hbar)$, each occurring twice. The product becomes $(u/2)/\sin(u/2)$ with $u=\beta\hbar\omega_b$, by the product formula of the sine. It tends to one at high temperature and diverges at $u=2\pi$, the crossover temperature $T_c=\hbar\omega_b/(2\pi k_B)$. Below $T_c$ the parabola gives no finite rate, and the anharmonic part of the barrier is needed.

Equation (2) was tested against trajectories of 16 beads at 600 K, with $\omega_b=0.1542$ rad/fs and $s=0.02$ nm. The formula gives $k/k_p=2.615$ at $t=0$, so the exponent there is $\ln2.615=0.961$. At 16 fs, $\omega_bt/2=1.234$ and $\cosh^2=3.47$, hence $k/k_p=e^{0.961/3.47}=1.319$. The trajectories give 2.620 and 1.317 at these times, and 0.998 at 64 fs.

## Any barrier and any surface

The parabola suggests independence but does not prove it, since its centroid is decoupled. The general argument needs conservation of the weight and a commitment condition.

Because the weight and the phase-space volume are conserved, $\langle A(\tau)B(\tau+t)\rangle$ does not depend on $\tau$. Differentiating at $\tau=0$,
$$\langle\dot A\,B(t)\rangle=-\langle A\,\dot B(t)\rangle. \tag{4}$$

Let $a$ and $b$ be two surfaces that both separate reactants from products. Their steps obey $\dot h_a=\delta(f_a)\dot f_a$. Let $h'$ be the step of any product surface, and define $C_a(t)=\langle\dot h_a\,h'(t)\rangle$. The function $g=h_a-h_b$ is zero except between the surfaces. For parallel surfaces with $a$ on the left, $g=1$ in the slab. Then (4) gives
$$C_a(t)-C_b(t)=\langle\dot g\,h'(t)\rangle=-\frac{d}{dt}\langle g\,h'(t)\rangle. \tag{5}$$
The right side concerns trajectories that start between the surfaces. Once each has left the barrier and committed to one side, $h'(t)$ no longer changes and the derivative is zero. The fluxes through $a$ and $b$ then agree.

Changing the product step from $h'$ to $h''$ changes the rate function by $\langle\dot h_a\,[h''(t)-h'(t)]\rangle$. Only trajectories located between the two product surfaces at time $t$ contribute, and after commitment there are none. Changing first the product step and then the flux surface connects $k_a(t)$ to $k_b(t)$, so their plateaus are equal.

Equation (5) can be checked in closed form on the one-bead parabola. Put $b$ and the product surface at 0, and $a$ at $s<0$. An atom starting at $x$ is a product at $t$ if $v>-x\omega_b\coth\omega_bt$. The velocity integral from this bound, times the weight at $x=s$, gives
$$C_s(t)=k_p\,e^{-\alpha s^2/2},\qquad \alpha=\frac{\beta m\omega_b^2}{\sinh^2\omega_bt},$$
because $1-\coth^2=-1/\sinh^2$. Also $C_0=k_p$. On the slab side, the derivative of the velocity bound is $x\omega_b^2/\sinh^2\omega_bt$, so
$$\frac{d}{dt}\langle g\,h'(t)\rangle=-\frac{e^{-\beta V_\ddagger}}{L}\sqrt{\frac{\beta m}{2\pi}}\,\frac{\omega_b^2}{\sinh^2\omega_bt}\int_s^0xe^{-\alpha x^2/2}dx .$$
The integral is $-(1-e^{-\alpha s^2/2})/\alpha$. Since $\omega_b^2/(\alpha\sinh^2\omega_bt)=1/(\beta m)$, the derivative equals $k_p(1-e^{-\alpha s^2/2})$. Its negative is $C_s-C_0$, as (5) requires.

### When the wells are bound

In an open system commitment is permanent. In bound wells it lasts until the next reaction. Suppose that, after fast relaxation, populations follow first-order kinetics with rates $k_+$ (forward) and $k_-$ (backward). The product probability of trajectories from the slab then relaxes as $e^{-(k_++k_-)t}$, with an amplitude of at most one. By (5), the size of the difference $C_a-C_b$, relative to $k_+$, is at most
$$\frac{\text{slab population}}{\text{reactant population}}\left(1+\frac{k_-}{k_+}\right). \tag{6}$$
A plateau thus needs a gap between the commitment time and the reaction time. Without that gap, or with a surface placed deep inside a well, independence fails.

## The short-time limit for any linear surface

For $t\to0^+$ a ring on the surface is on the product side if $\dot f>0$, so $h_f\to\theta(\dot f)$. The $v_i$ are independent with variance $1/(\beta_nm)$. Hence $\dot f=\sum_ic_iv_i$ has variance $|c|^2/(\beta_nm)$, and the positive half of a Gaussian of width $\sigma$ contributes $\sigma/\sqrt{2\pi}$:
$$k_f^{\rm TST}=\frac{|c|}{L\sqrt{2\pi\beta_nm}}\,\langle w\rangle_s. \tag{7}$$
For the centroid $|c|=1/\sqrt n$, and the prefactor becomes the classical one, $1/(L\sqrt{2\pi\beta m})$. Position still enters through $\langle w\rangle_s$. For a single bead $|c|=1$, and the prefactor is $\sqrt n$ times larger: the fast internal vibration of the ring is counted as flux.

Since $\dot f\,h_f(t)\le\dot f\,\theta(\dot f)$ for every trajectory, $k_f(t)\le k_f^{\rm TST}$. The lowest TST value is therefore the best TST estimate of the ring-polymer rate. Nothing here bounds the exact quantum rate.

## An asymmetric barrier at 300 K

The example is a hydrogen atom hopping between two inequivalent voids of silica glass, with
$$V=B\,(1-y^2)-\frac D2(1+y),\qquad y=\tanh(x/a),$$
$B=0.45$ eV, $D=0.10$ eV, $a=0.06$ nm and $L=0.30$ nm. Completing the square in $y$,
$$V=V_\ddagger-B(y-y_\ddagger)^2,\qquad y_\ddagger=-\frac{D}{4B},\qquad V_\ddagger=B\left(1-\frac{D}{4B}\right)^2 .$$
With $D/4B=0.0556$, the height is $0.45\times0.9444^2=0.401$ eV and the top lies at $x=-0.0033$ nm. Since $dy/dx=(1-y^2)/a$, the curvature gives $\omega_b^2=2B(1-y_\ddagger^2)^2/(ma^2)$, so $\omega_b=0.154$ rad/fs and $T_c=188$ K. The example is above crossover.

Sixteen-bead trajectories were started on four surfaces. The tilted one has $c_i=[1+\cos(2\pi i/n)]/n$. Rates are in $10^5\ \mathrm{s^{-1}}$, with one standard error:

| Surface | TST | Plateau |
|---|---|---|
| centroid, top | 7.47 | 7.45 ± 0.04 |
| centroid, −0.02 nm | 30.9 | 7.40 ± 0.06 |
| centroid, +0.02 nm | 38.6 | 7.32 ± 0.07 |
| tilted, top | 10.3 | 7.46 ± 0.07 |

The TST values span a factor of five. The plateaus span 2 percent, and their largest difference, 0.14, is about 1.5 times its combined standard error of 0.095. The plateau corresponds to a mean waiting time of $1/(7.45\times10^5\ \mathrm{s^{-1}})=1.3$ µs.

The +0.02 nm surface has the larger TST error of the two displaced ones. The potential drop is $B(y-y_\ddagger)^2$, and $y$ changes fastest at $x=0$, which lies to the right of the top. The same displacement therefore lowers the potential more on the product side, by 0.0479 eV against 0.0446 eV, and a lower potential means a larger $w$. Taken at the centroid alone, this difference gives a ratio of $e^{0.0033/0.02585}=1.14$. The TST values have a ratio of 1.25; the rest comes from the spread of the beads around the centroid.

For the tilted surface, $|c|^2=\sum_i(1+\cos)^2/n^2=1.5/n$. Its velocity prefactor exceeds that of the centroid by $\sqrt{1.5}=1.22$. The TST ratio to the top centroid is $10.26/7.47=1.37$, so the remaining $1.12$ comes from $\langle w\rangle_s$.

The parabola gives a rough estimate of the time needed to reach the plateau. At 300 K the exponent in (2) is twice its 600 K value, $1.92$, and the late excess is $4\times1.92\,e^{-\omega_bt}$. It reaches 5 percent at $\omega_bt=\ln(7.7/0.05)=5.0$, or 33 fs. The trajectories from −0.02 nm stay within 5 percent from 35 fs on. At $t=0$ the parabola is a poorer guide: it gives $k/k_p=e^{1.92}=6.8$, against 4.2 from the trajectories.

Identity (5) was also tested on this barrier, integrated to 20 fs, with $a$ at −0.02 nm from the top and with $b$ and the product surface at the top. In the slab $h'=0$ at the start, so
$$L\int_0^t(C_a-C_b)\,dt'=-L\langle g\,h'(t)\rangle .$$
The flux side is $-2.16\times10^{-9}$ nm, with the flux through the top surface entered at $t=0$ as its limit $t\to0^+$, the TST value. The slab side is $-2.23\times10^{-9}$ nm. The two differ by $0.07\times10^{-9}$ nm, and the combined standard error is $0.06\times10^{-9}$ nm. The sign is negative because flux started on the reactant slope reaches the product side late.

The slab holds $4.2\times10^{-8}$ of the cage population. For equal cages $k_-/k_+=e^{-\beta D}<1$, so bound (6) is below $10^{-7}$. The residue of bound wells is negligible here.

### What the centroid estimate gets right

At the top, centroid TST exceeds its plateau by 0.3 percent. A scan of centroid positions in steps of 0.001 nm put its minimum at the top. That scan gave $7.37\times10^5\ \mathrm{s^{-1}}$ there, 1 percent below the plateau and seemingly against the bound. It used a separate sample of rings. The two samples estimate the same average and differ by 1.4 percent, so the apparent violation is within the sampling scatter.

A well-placed centroid surface is thus adequate for this barrier at this temperature. The weakness is the need to place it. Putting it at $x=0$, off the top by 0.0033 nm, costs by the parabolic estimate a factor $\exp[1.92\,(0.0033/0.02)^2]=1.05$. In that estimate the logarithm of the ratio of TST to plateau grows as the squared displacement. At 0.02 nm it gives a ratio of 6.8, above the 4.2 and 5.3 found on the two sides of this barrier.

### Comparison with the exact one-dimensional rate

Incoming waves carry a thermal flux $e^{-\beta E}dE/(2\pi\hbar)$, because the density of states $dp/(2\pi\hbar)$ times the velocity $dE/dp$ is $dE/(2\pi\hbar)$. With transmission probability $P(E)$ and the classical cage partition function $L\sqrt{m/(2\pi\beta)}/\hbar$,
$$k_{\rm exact}=\frac{1}{L}\sqrt{\frac{2\pi\beta}{m}}\;\frac{1}{2\pi}\int_0^\infty e^{-\beta E}P(E)\,dE .$$
For $P(E)$ the closed form for this barrier was used,
$$P(E)=\frac{\cosh[\pi a(k_1+k_2)]-\cosh[\pi a(k_1-k_2)]}{\cosh[\pi a(k_1+k_2)]+\cosh\!\left[\pi\sqrt{8mBa^2/\hbar^2-1}\right]},$$
with $\hbar k_1=\sqrt{2mE}$ and $\hbar k_2=\sqrt{2m(E+D)}$. It is not derived here but was checked against direct integration of the wave equation. The two agreed within the set tolerance, which is 0.2 percent at 0.3, 0.4 and 0.5 eV and about 2 percent at 0.2 eV, where $P$ is below $10^{-6}$.

The result is $7.78\times10^5\ \mathrm{s^{-1}}$, against a classical $3.78\times10^5\ \mathrm{s^{-1}}$. Quantum effects double the rate. The ring-polymer plateau is 4 percent below the exact value: independence of the surface is internal consistency, not exactness. The top-centroid TST value also lies below the exact rate, which confirms that TST does not bound it.

From 250 to 400 K the exact rate rises from $4.6\times10^4$ to $3.2\times10^7\ \mathrm{s^{-1}}$. The apparent activation energy over this interval is $k_B\ln(692)/(1/250-1/400)=0.38$ eV with temperatures in kelvin, below the 0.40 eV barrier. The quantum enhancement, 2.95 at 250 K and 1.49 at 400 K, lowers the slope.

## The model beside real silica

A barrier of a few tenths of an eV and voids a few tenths of a nanometre wide are assumed here as rough inputs, not fitted to data. Activation energies reported for atomic hydrogen in silica are lower, near 0.1 to 0.2 eV, and 0.4 eV is closer to the values for H$_2$. A barrier lower by 0.2 eV would raise the rate at 300 K by more than a factor of a thousand. Disorder spreads both, so the computed rate describes one model hop, not a measured diffusivity. The model also assumes a rigid, one-dimensional path, which real glass does not provide. A lattice relaxation or site-to-site variation of 0.05 eV in the barrier changes the rate by a factor of 6.9. If the two transverse vibrations stiffen from assumed quanta of 0.05 eV in the cage to 0.08 eV at the neck, the rate falls to 0.25 of its value. The classical part of this is $(0.05/0.08)^2=0.39$, and the rest is quantum. Discrete levels in a hard-walled cage reduce the reactant partition function to 0.83 of the classical one, which raises the rate by 20 percent. These effects exceed the 4 percent ring-polymer error and the bead-number error, 0.2 percent in the parabolic estimate.

Commitment also needs the lattice. At its full speed after the hop, an atom would cross a 0.30 nm product cage and return in 61 fs, not long after the plateau begins. With an assumed friction rate of 0.01 fs⁻¹ it loses about 0.35 eV within those 61 fs, far more than $k_BT=0.026$ eV, and is likely to stay. The same friction lowers the rate by 3 percent in the classical Kramers estimate for a parabolic barrier. That estimate leaves out the damping of the internal ring modes, which reduces the quantum enhancement by a similar amount. With much weaker friction the atom could recross, the plateau would be cut short, and the open-barrier rate would no longer be the hopping rate. The numerical output lists the inputs and values used here.

## Numbers as computed

```
inputs: B 0.45 eV, D 0.1 eV, a 0.06 nm, cage 0.3 nm
T 300 K, beads 16, time step 0.8 fs, pairs 10000
barrier height 0.4014 eV at x = -0.00334 nm
barrier frequency 0.1542 rad/fs
crossover temperature 187.5 K
beta*hbar*omega_b 3.927
parabolic barrier, 600 K, shift 0.02 nm: k(t)/k_plateau
  t  0.0 fs: trajectories 2.620, formula 2.615
  t  8.0 fs: trajectories 1.959, formula 1.957
  t 16.0 fs: trajectories 1.317, formula 1.319
  t 64.0 fs: trajectories 0.998, formula 1.000
Eckart barrier: TST and plateau rates (1/s per cage)
  centroid, top: TST 7.470e+05
    plateau 7.446e+05 +- 3.5e+03, TST/plateau 1.00
  centroid, -0.02 nm: TST 3.090e+06
    plateau 7.403e+05 +- 6.2e+03, TST/plateau 4.17
  centroid, +0.02 nm: TST 3.859e+06
    plateau 7.321e+05 +- 6.6e+03, TST/plateau 5.27
  tilted, top: TST 1.026e+06
    plateau 7.462e+05 +- 6.8e+03, TST/plateau 1.38
k(t)/k_plateau, centroid at -0.02 nm:
  t  0.0 fs: 4.174
  t  8.0 fs: 3.033
  t 16.0 fs: 1.746
  t 32.0 fs: 1.077
  t 48.0 fs: 1.007
within 5 percent of plateau from 35.2 fs
best centroid position minus top +0.0000 nm
best centroid TST 7.367e+05 1/s
slab identity to 20 fs: flux side -2.158e-9 nm
  slab side -2.231e-9 nm, error 0.060e-9 nm
slab population / cage population 4.20e-08
exact 1D quantum rate 7.782e+05 1/s
classical rate 3.780e+05 1/s
ring-polymer (top surface) / exact 0.957
250 K: exact 4.554e+04 1/s, exact/classical 2.95
400 K: exact 3.150e+07 1/s, exact/classical 1.49
neglected effects, rough inputs:
  barrier shift 0.05 eV: factor 6.92
  two transverse quanta 0.05 -> 0.08 eV: factor 0.252
  friction 0.01 1/fs: Kramers factor 0.968
  return time 61.2 fs, energy loss 0.354 eV
  thermal energy 0.0259 eV
  cage levels: quantum/classical partition function 0.833
  16 beads / infinite beads, parabolic 1.002
```
